# Herring Stability and Missing Orientations for a Fourfold Surface Energy: a program that tests the result

```python
"""Herring stability and missing orientations of a two-dimensional surface.

Result under test: a flat surface with normal angle theta and free energy
gamma(theta) resists weak corrugation if gamma + gamma'' > 0.  For
gamma = gamma0*(1 + eps*cos(4 theta)), 1/15 < eps < 1, the orientations
|theta| < theta_c (mod 90 deg) are missing and split into +-theta_c, with
    cos(2 theta_c) = (-4 + sqrt(10 + 6/eps))/6,
while only |theta| < theta_s, cos(4 theta_s) = 1/(15 eps), is locally unstable.
Symbols: p = tan(theta) slope, f(p) = gamma/cos(theta) energy per projected
length, x_c = gamma(theta_c)/cos(theta_c) distance of the Wulff corner.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, linprog, minimize_scalar
from scipy.spatial import ConvexHull

deg = np.pi / 180


def gamma(theta, eps):
    """Surface energy in units of gamma0."""
    return 1 + eps * np.cos(4 * theta)


def projected_energy(p, eps):
    return np.sqrt(1 + p * p) * gamma(np.arctan(p), eps)


def stiffness(theta, eps):
    """Derived gamma + gamma'' in units of gamma0."""
    return 1 - 15 * eps * np.cos(4 * theta)


def corner_angle(eps):
    return 0.5 * np.arccos((-4 + np.sqrt(10 + 6 / eps)) / 6)


def spinodal_angle(eps):
    return 0.25 * np.arccos(1 / (15 * eps))


def numerical_corner(eps):
    """Direct minimization of gamma/cos(theta)."""
    res = minimize_scalar(lambda t: gamma(t, eps) / np.cos(t),
                          bounds=(0, 80 * deg), method="bounded",
                          options={"xatol": 1e-11})
    return res.x


def numerical_spinodal(eps, h=1e-3):
    """Zero of the second difference of the projected energy."""
    def curvature(p):
        return (projected_energy(p + h, eps) - 2 * projected_energy(p, eps)
                + projected_energy(p - h, eps)) / h**2
    return np.arctan(brentq(curvature, 0, 1, xtol=1e-13))


# --- slope derivatives for an arbitrary gamma(theta)
th = sp.symbols("theta", real=True)
g = sp.Function("g")(th)
f_sym = g / sp.cos(th)
f1 = sp.diff(f_sym, th) * sp.cos(th)**2
f2 = sp.diff(f1, th) * sp.cos(th)**2
assert sp.simplify(f1 - (g * sp.sin(th) + g.diff(th) * sp.cos(th))) == 0
assert sp.simplify(f2 - sp.cos(th)**3 * (g + g.diff(th, 2))) == 0
intercept = f_sym - sp.tan(th) * f1
assert sp.simplify(intercept - (g * sp.cos(th) - g.diff(th) * sp.sin(th))) == 0

# --- energy of a really corrugated profile against the second variation
eps = 0.3
phase = 2 * np.pi * np.arange(400) / 400
slope_amp = 5e-3
corrugation = {}
for angle in (10, 30, 42):
    t = angle * deg
    slopes = np.tan(t) + slope_amp * np.cos(phase)
    cost = (np.mean(projected_energy(slopes, eps))
            - projected_energy(np.tan(t), eps))
    predicted = slope_amp**2 / 4 * np.cos(t)**3 * stiffness(t, eps)
    assert abs(cost / predicted - 1) < 2e-3   # quartic terms in the slope
    corrugation[angle] = cost
assert corrugation[10] < 0 < corrugation[30]

# --- corner and spinodal angles by direct numerical search
for e in (0.08, 0.15, 0.3, 0.6, 0.9):
    assert abs(numerical_corner(e) - corner_angle(e)) < 1e-6
    assert abs(numerical_spinodal(e) - spinodal_angle(e)) < 1e-4
    assert spinodal_angle(e) < corner_angle(e) < np.pi / 4

# --- near threshold
delta = 2e-3
near = (1 + delta) / 15
near_c, near_s = numerical_corner(near), numerical_spinodal(near)
assert abs(near_c / np.sqrt(3 * delta / 8) - 1) < 5e-3
assert abs(near_s / np.sqrt(delta / 8) - 1) < 5e-3

# --- missing set from the convex hull of the inverse-energy polar plot
n_dir = 7200
dirs = 2 * np.pi * np.arange(n_dir) / n_dir
step = 2 * np.pi / n_dir
folded = np.abs((dirs + np.pi / 4) % (np.pi / 2) - np.pi / 4)
for e in (0.06, 0.08, 0.15, 0.3, 0.6, 0.9):
    pts = np.column_stack((np.cos(dirs), np.sin(dirs))) / gamma(dirs, e)[:, None]
    present = np.zeros(n_dir, bool)
    present[ConvexHull(pts).vertices] = True
    if e < 1 / 15:
        assert present.all()
    else:
        assert folded[present].min() > corner_angle(e) - 1.01 * step
        assert folded[~present].max() < corner_angle(e) + 1.01 * step

# --- cheapest mixture of any orientations that replaces a flat surface
grid = np.arange(-1800, 1800) * 0.1 * deg
theta_c, theta_s = corner_angle(eps), spinodal_angle(eps)
x_c = gamma(theta_c, eps) / np.cos(theta_c)
normals = np.vstack((np.cos(grid), np.sin(grid)))
mixture = {}
for angle in (10, 30, 42):
    t = angle * deg
    res = linprog(gamma(grid, eps), A_eq=normals,
                  b_eq=[np.cos(t), np.sin(t)], method="highs")
    assert res.status == 0
    mixture[angle] = res.fun
    used = grid[res.x > 1e-6]
    if t < theta_c:
        assert abs(res.fun - x_c * np.cos(t)) < 1e-5   # angular grid error
        assert res.fun < gamma(t, eps)
        assert np.max(np.abs(np.abs(used) - theta_c)) < 0.11 * deg
        for sign in (1, -1):
            length = res.x[sign * grid > 0].sum()
            formula = np.sin(theta_c + sign * t) / np.sin(2 * theta_c)
            assert abs(length - formula) < 3e-3        # angular grid error
    else:
        assert abs(res.fun - gamma(t, eps)) < 1e-7

# --- worked example, eV and angstrom
gamma0 = 0.11
to_si = const.e / const.angstrom**2
g_max, g_min = gamma0 * gamma(0, eps), gamma0 * gamma(np.pi / 4, eps)
corner = gamma0 * x_c
gain = g_max - corner
miscut = 10 * deg
len_plus = np.sin(theta_c + miscut) / np.sin(2 * theta_c)
len_minus = np.sin(theta_c - miscut) / np.sin(2 * theta_c)
period = 100.0

# --- neglected effects, rough inputs
lattice = 4.2                       # angstrom, rocksalt cube edge
step_height, site_area = lattice / 2, lattice**2 / 2
fine = np.linspace(0, 45, 90001) * deg


def cusped_side(slope):
    """Side angle with a cusp of given slope at 45 deg, end values kept."""
    c = np.abs(np.cos(2 * fine))
    total = gamma0 * gamma(fine, eps) + slope * c * (1 - c) / 2
    return fine[np.argmin(total / np.cos(fine))] / deg


assert cusped_side(0.98 * g_min) < 44.95
assert cusped_side(1.02 * g_min) > 44.999
cusp_slope = 0.05
edge_energy = 0.1                   # eV/angstrom for each ridge or valley
min_period = 2 * edge_energy / gain
modulus_gpa = 300.0
modulus = modulus_gpa * 1e9 * const.angstrom**3 / const.e
elastic = gamma0**2 / (modulus * period)
temperature = 1300.0
kT = const.k * temperature / const.e
entropy_shift = kT / site_area      # one k_B per surface site
warm_max = g_max - entropy_shift
warm_eps = (warm_max - g_min) / (warm_max + g_min)
pressure_torr, binding = 1e-6, 1.0
pressure = pressure_torr * const.torr
mass = 18 * const.atomic_mass
wavelength = const.h / np.sqrt(2 * np.pi * mass * const.k * temperature)
occupancy = (pressure * wavelength**3 / (const.k * temperature)
             * np.exp(binding / kT))
adsorption = kT / site_area * np.log1p(occupancy)

print(f"threshold eps = {1/15:.5f}")
print(f"near threshold: theta_c/theta_s = {near_c/near_s:.4f}, sqrt(3) = {np.sqrt(3):.4f}")
for e in (0.08, 0.15, 0.3, 0.6, 0.9):
    print(f"eps {e:.2f}: theta_s = {spinodal_angle(e)/deg:.2f} deg,"
          f" theta_c = {corner_angle(e)/deg:.2f} deg")
print(f"example: gamma0 = {gamma0:.3f} eV/A^2, eps = {eps:.2f}")
print(f"gamma(0) = {g_max:.4f} eV/A^2 = {g_max*to_si:.2f} J/m^2")
print(f"gamma(45 deg) = {g_min:.4f} eV/A^2 = {g_min*to_si:.2f} J/m^2")
for angle in (0, 10, 30, 42, 45):
    print(f"gamma+gamma'' at {angle} deg = {gamma0*stiffness(angle*deg, eps):.4f} eV/A^2")
print(f"cos(2 theta_c) = {np.cos(2*theta_c):.5f}")
print(f"gamma(theta_c) = {gamma0*gamma(theta_c, eps):.5f} eV/A^2")
print(f"corner distance x_c = {corner:.5f} eV/A^2")
print(f"gain at theta=0: {gain:.5f} eV/A^2 = {gain*to_si:.3f} J/m^2")
print(f"missing fraction of all angles = {theta_c/(np.pi/4):.4f}")
print(f"10 deg miscut: L+ = {len_plus:.4f}, L- = {len_minus:.4f} per nominal length")
for angle in (10, 30, 42):
    print(f"{angle} deg: flat {gamma0*gamma(angle*deg, eps):.5f},"
          f" best mixture {gamma0*mixture[angle]:.5f} eV/A^2")
print(f"period {period:.0f} A: ridge height {period/2*np.tan(theta_c):.1f} A")
print(f"lattice edge {lattice:.1f} A, step height {step_height:.1f} A, site {site_area:.2f} A^2")
print(f"cusp slope {cusp_slope:.3f} eV/A^2 (step energy {cusp_slope*step_height:.3f} eV/A)")
print(f"  side angle with this cusp = {cusped_side(cusp_slope):.2f} deg")
print(f"  cusp slope that pins sides at 45 deg = {g_min:.4f} eV/A^2")
print(f"  step energy that pins sides = {g_min*step_height:.3f} eV/A")
print(f"edge energy {edge_energy:.2f} eV/A: smallest useful period {min_period:.2f} A")
print(f"  edge cost at {period:.0f} A period = {2*edge_energy/period:.5f} eV/A^2")
print(f"elastic scale (stress {gamma0:.2f} eV/A^2, {modulus_gpa:.0f} GPa) = {elastic:.2e} eV/A^2")
print(f"T = {temperature:.0f} K: kT = {kT:.4f} eV, entropy shift = {entropy_shift:.4f} eV/A^2")
print(f"  shift on gamma(0) only: eps = {warm_eps:.3f}, theta_c = {corner_angle(warm_eps)/deg:.2f} deg")
print(f"water {pressure_torr:.0e} Torr, binding {binding:.1f} eV: occupancy {occupancy:.1e}")
print(f"  adsorption lowers gamma by {adsorption:.1e} eV/A^2")
print("PASS")
```

Output:

```
threshold eps = 0.06667
near threshold: theta_c/theta_s = 1.7330, sqrt(3) = 1.7321
eps 0.08: theta_s = 8.39 deg, theta_c = 14.78 deg
eps 0.15: theta_s = 15.90 deg, theta_c = 29.61 deg
eps 0.30: theta_s = 19.29 deg, theta_c = 37.87 deg
eps 0.60: theta_s = 20.91 deg, theta_c = 42.74 deg
eps 0.90: theta_s = 21.44 deg, theta_c = 44.61 deg
example: gamma0 = 0.110 eV/A^2, eps = 0.30
gamma(0) = 0.1430 eV/A^2 = 2.29 J/m^2
gamma(45 deg) = 0.0770 eV/A^2 = 1.23 J/m^2
gamma+gamma'' at 0 deg = -0.3850 eV/A^2
gamma+gamma'' at 10 deg = -0.2692 eV/A^2
gamma+gamma'' at 30 deg = 0.3575 eV/A^2
gamma+gamma'' at 42 deg = 0.5942 eV/A^2
gamma+gamma'' at 45 deg = 0.6050 eV/A^2
cos(2 theta_c) = 0.24620
gamma(theta_c) = 0.08100 eV/A^2
corner distance x_c = 0.10261 eV/A^2
gain at theta=0: 0.04039 eV/A^2 = 0.647 J/m^2
missing fraction of all angles = 0.8416
10 deg miscut: L+ = 0.7652, L- = 0.4824 per nominal length
10 deg: flat 0.13528, best mixture 0.10106 eV/A^2
30 deg: flat 0.09350, best mixture 0.08887 eV/A^2
42 deg: flat 0.07772, best mixture 0.07772 eV/A^2
period 100 A: ridge height 38.9 A
lattice edge 4.2 A, step height 2.1 A, site 8.82 A^2
cusp slope 0.050 eV/A^2 (step energy 0.105 eV/A)
  side angle with this cusp = 41.22 deg
  cusp slope that pins sides at 45 deg = 0.0770 eV/A^2
  step energy that pins sides = 0.162 eV/A
edge energy 0.10 eV/A: smallest useful period 4.95 A
  edge cost at 100 A period = 0.00200 eV/A^2
elastic scale (stress 0.11 eV/A^2, 300 GPa) = 6.46e-05 eV/A^2
T = 1300 K: kT = 0.1120 eV, entropy shift = 0.0127 eV/A^2
  shift on gamma(0) only: eps = 0.257, theta_c = 36.40 deg
water 1e-06 Torr, binding 1.0 eV: occupancy 8.3e-14
  adsorption lowers gamma by 1.1e-15 eV/A^2
PASS
```
